# Why Doping Stiffens the Gamma-Point E2g Phonon of Graphene: a program that tests the result

```python
"""
Result under test: doping shift of the uniform E2g phonon of graphene.
If carriers follow the displaced Dirac cone, the shift almost vanishes.
If their k-space occupations stay fixed, clean carriers at T=0 give
  hbar*dw = lam * [EF + (W/4) ln|(2EF-W)/(2EF+W)|],  W = hbar*omega,
  lam = (3 sqrt(3)/(2 pi)) beta^2 (hbar^2/(M a^2)) / W.
a: bond length; t: hopping; beta = -d ln t/d ln a; M: carbon mass;
r: displacement of sublattice B relative to A; EF: Fermi energy from the
Dirac point; s: displacement of the Dirac point; tau: relaxation time.
Energies are in eV and lengths in nm unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.optimize import brentq, fsolve
from scipy.special import expit

# Rough typical inputs for gated graphene
a, t, beta, W = 0.142, 3.0, 2.5, 0.196
density = 0.10                     # nm^-2, equal to 1e13 cm^-2
tau_fs, temperature = 100.0, 300.0
carbon_mass = 12.011 * const.atomic_mass
kT = const.k * temperature / const.e
hbar_eVs = const.hbar / const.e
wavenumber = const.e / (const.h * const.c * 100)   # cm^-1 per eV

hv = 1.5 * t * a
kF = np.sqrt(np.pi * density)
EF = hv * kF
cell_area = 1.5 * np.sqrt(3) * a**2
hbar2_over_M = const.hbar**2 / carbon_mass / const.e * 1e18  # eV nm^2
lam = 3*np.sqrt(3)/(2*np.pi) * beta**2 * hbar2_over_M / a**2 / W


def bracket(energy):
    """Clean zero-temperature bracket, in eV."""
    e = abs(energy)
    return e + W/4 * np.log(abs((2*e - W) / (2*e + W)))


# ---------- Full lattice band: cone displacement and two Fermi seas -------
bonds = a * np.array([[0, 1], [np.sqrt(3)/2, -0.5], [-np.sqrt(3)/2, -0.5]])
K = np.array([4*np.pi / (3*np.sqrt(3)*a), 0.0])


def hopping_sum(kx, ky, r):
    lengths = np.linalg.norm(bonds + r, axis=1)
    hops = t * np.exp(-beta * (lengths/a - 1))
    return sum(h * np.exp(1j*((K[0]+kx)*b[0] + (K[1]+ky)*b[1]))
               for h, b in zip(hops, bonds))


def dirac_point(r):
    def parts(k):
        z = hopping_sum(k[0], k[1], r)
        return [z.real, z.imag]
    return fsolve(parts, [0.0, 0.0], xtol=1e-13)


angles = 2*np.pi * np.arange(64) / 64
cosines, sines = np.cos(angles), np.sin(angles)
x, wx = np.polynomial.legendre.leggauss(16)
x, wx = (x + 1)/2, wx/2


def sea_edge(centre, r, mu):
    """Distance from centre to the contour of energy mu, by bisection."""
    low, high = np.zeros(64), np.full(64, 2.5*kF)
    for _ in range(60):
        mid = (low + high)/2
        e = abs(hopping_sum(centre[0]+mid*cosines, centre[1]+mid*sines, r))
        low, high = np.where(e < mu, mid, low), np.where(e < mu, high, mid)
    return (low + high)/2


def sea_area(edge):
    return 0.5 * np.sum(edge**2) * 2*np.pi/64


def sea_energy(centre, edge, r):
    """Energy per cell of added carriers, both valleys and spins."""
    k = x[:, None] * edge
    e = abs(hopping_sum(centre[0]+k*cosines, centre[1]+k*sines, r))
    integral = np.sum(wx[:, None] * x[:, None] * edge**2 * e) * 2*np.pi/64
    return 4 * cell_area * integral / (4*np.pi**2)


def equilibrium_sea(n, r):
    centre = dirac_point(r)
    guess = hv * np.sqrt(np.pi*n)
    mu = brentq(lambda m: sea_area(sea_edge(centre, r, m)) - np.pi**2*n,
                0.8*guess, 1.2*guess, xtol=1e-15, rtol=1e-15)
    return centre, sea_edge(centre, r, mu), mu


def lattice_stiffness(n, step=0.0005):
    """Second derivatives for followed and fixed occupations, eV/nm^2."""
    zero = np.zeros(2)
    c0, edge0, mu0 = equilibrium_sea(n, zero)
    e0 = sea_energy(c0, edge0, zero)
    follow = fixed = -2*e0
    for sign in (1, -1):
        r = sign * step * np.array([np.cos(0.4), np.sin(0.4)])
        centre, edge, _ = equilibrium_sea(n, r)
        follow += sea_energy(centre, edge, r)
        fixed += sea_energy(centre, sea_edge(centre, zero, mu0), r)
    return follow/step**2, fixed/step**2


r_test = 0.0005 * np.array([np.cos(0.4), np.sin(0.4)])
s_numeric = (dirac_point(r_test) - dirac_point(-r_test))/2
s_formula = beta/a**2 * np.array([-r_test[1], r_test[0]])
assert np.linalg.norm(s_numeric-s_formula) < 2e-3*np.linalg.norm(s_formula)

K_follow, K_fixed = lattice_stiffness(density)
K_formula = 3*np.sqrt(3)/(2*np.pi) * beta**2 * EF/a**2
assert abs(K_fixed/K_formula - 1) < 0.02     # finite filling and step
assert abs(K_follow/K_fixed) < 0.03
K_follow_low, K_fixed_low = lattice_stiffness(density/4)
scaling = (K_follow/K_fixed) / (K_follow_low/K_fixed_low)
assert abs(scaling/4 - 1) < 0.15             # next power of kF*a


def phonon_shift(stiffness):
    """Exact harmonic shift for reduced mass M/2, in cm^-1."""
    new_W = np.sqrt(W**2 + 2*hbar2_over_M*stiffness)
    return (new_W - W) * wavenumber


static_shift = phonon_shift(K_follow)
fixed_lattice_shift = phonon_shift(K_fixed)
fixed_shift = lam * EF * wavenumber
assert abs(fixed_lattice_shift/fixed_shift - 1) < 0.02

# ---------- Time propagation of the doped states, in units hbar=W=v=1 -----
ratio, eta, amplitude = EF/W, 0.1, 1e-4
node, weight = np.polynomial.legendre.leggauss(100)
radius, weight = ratio*(node+1)/2, ratio*weight/2
theta = 2*np.pi*(np.arange(8)+0.5)/8
kx = radius[:, None]*np.cos(theta)
ky = radius[:, None]*np.sin(theta)
measure = (weight*radius)[:, None] * (2*np.pi/8) / (4*np.pi**2)
spin = np.array([kx/radius[:, None], ky/radius[:, None], 0*kx])


def precession(time, S):
    hx = kx - amplitude*np.exp(eta*time)*np.cos(time)
    return 2*np.array([ky*S[2], -hx*S[2], hx*S[1] - ky*S[0]])


dt, steps = (np.pi/2)/32, 2048
complex_w = 1 + 1j*eta
response = ratio + complex_w/4*(np.log((2*ratio-complex_w)
                              / (2*ratio+complex_w)) + 1j*np.pi)
for i in range(steps + 1):
    time = (i - steps)*dt
    if i in (steps - 32, steps):
        force = -np.sum(measure*spin[0]) * 4*np.pi/amplitude
        predicted = (response*np.exp(-1j*complex_w*time)).real
        assert abs(force - predicted) < 5e-3*abs(response)
    if i < steps:
        p1 = precession(time, spin)
        p2 = precession(time+dt/2, spin+dt/2*p1)
        p3 = precession(time+dt/2, spin+dt/2*p2)
        p4 = precession(time+dt, spin+dt*p3)
        spin = spin + dt/6*(p1+2*p2+2*p3+p4)

# ---------- Principal value and sign change -------------------------------
for energy in (0.05, 0.15, EF):
    value = quad(lambda e: e*e/(e+W/2), 0, energy,
                 weight='cauchy', wvar=W/2)[0]
    assert abs(value - bracket(energy)) < 1e-8
crossing = brentq(bracket, 0.50005*W, W)
assert bracket(0.05) < 0 < bracket(0.15)
dynamic_shift = lam * bracket(EF) * wavenumber
neutral_width = lam * np.pi*W/2 * wavenumber


# ---------- Thermal average at fixed net carrier density ------------------
def net_density(mu):
    def integrand(e):
        return e*(expit((mu-e)/kT) - expit(-(mu+e)/kT))
    top = mu + 40*kT
    return 2/(np.pi*hv**2)*quad(integrand, 0, top, points=[mu], limit=300)[0]


def thermal_bracket(mu):
    low, high = mu-40*kT, mu+40*kT
    cuts = [p for p in (-W/2, 0.0, W/2, mu) if low < p < high]
    cuts = sorted(set([low, high] + cuts))
    return sum(quad(lambda e: bracket(e)/(4*kT*np.cosh((e-mu)/(2*kT))**2),
                    p, q, limit=300)[0] for p, q in zip(cuts[:-1], cuts[1:]))


def blocked_transitions(mu):
    def numerator(e):
        blocked = expit((mu-e)/kT) + expit(-(mu+e)/kT)
        return blocked*e*e/(e+W/2)
    return quad(numerator, 0, mu+40*kT, weight='cauchy', wvar=W/2,
                limit=500)[0]


def warm_shift(n):
    mu = brentq(lambda m: net_density(m)-n, 1e-5, 1.5)
    for m in (0.0, mu):
        assert abs(thermal_bracket(m)-blocked_transitions(m)) < 1e-6
    return mu, lam*(thermal_bracket(mu)-thermal_bracket(0.0))*wavenumber


mu_warm, shift_warm = warm_shift(density)

# ---------- Relaxing Fermi sea, in units kF=v=1 ---------------------------
smear, swing = 0.05, 0.02
node, weight = np.polynomial.legendre.leggauss(80)
p, wp = 1.25*(node+1), 1.25*weight
phi = 2*np.pi*np.arange(16)/16
px, py = p[:, None]*np.cos(phi), p[:, None]*np.sin(phi)
force_weight = -(wp*p)[:, None]*np.cos(phi)*(2*np.pi/16)/(4*np.pi**2)
fixed_slope = smear*np.log1p(np.exp(1/smear))/(4*np.pi)


def sea_force(offset):
    k = np.sqrt((px+offset[:, None, None])**2 + py**2)
    return np.sum(expit((1-k)/smear)*force_weight, axis=(1, 2))


assert abs(sea_force(np.array([swing]))[0]/(fixed_slope*swing)-1) < 5e-3
age = np.linspace(0, 30, 2001)
for omega_tau in (0.3, 3.0):
    factor = -1j*omega_tau/(1-1j*omega_tau)
    for phase in (0.0, np.pi/2):
        offset = swing*(np.cos(phase)-np.cos(phase-omega_tau*age))
        force = simpson(np.exp(-age)*sea_force(offset), x=age)
        predicted = (factor*np.exp(-1j*phase)).real
        assert abs(force/(fixed_slope*swing)-predicted) < 5e-3

# ---------- Sizes of neglected effects ------------------------------------
wt = W/hbar_eVs * tau_fs*1e-15
scatter_loss = fixed_shift/(1+wt**2)
scatter_width = 2*fixed_shift*wt/(1+wt**2)
velocity = hv*1e-9/hbar_eVs
mobility = tau_fs*1e-15*velocity**2/EF*1e4
laser_nm = 532.0
q_max = 4*np.pi/laser_nm
q_size = (hv*q_max/W)**2
oxide_constant = 3.9
gate_field = const.e*density*1e18/(const.epsilon_0*oxide_constant)/1e8
modulus_Nm, deformation, gruneisen = 400.0, 4.0, 1.8
modulus = modulus_Nm/const.e*1e-18
strain = deformation*density/modulus
strain_shift = 2*gruneisen*W*wavenumber*strain

print(f"Bond length a: {a:.3f} nm")
print(f"Hopping t: {t:.2f} eV")
print(f"Hopping exponent beta: {beta:.2f} (dimensionless)")
print(f"Phonon energy: {W:.3f} eV")
print(f"Phonon wavenumber: {W*wavenumber:.1f} cm^-1")
print(f"Phonon period: {2*np.pi*hbar_eVs/W*1e15:.1f} fs")
print(f"Carrier density: {density*100:.1f} x 10^12 cm^-2")
print(f"hbar times Dirac velocity: {hv:.4f} eV nm")
print(f"Fermi wavevector: {kF:.4f} nm^-1")
print(f"Fermi energy: {EF:.4f} eV")
print(f"Test displacement r: {np.linalg.norm(r_test):.5f} nm")
print(f"Cone shift, lattice: {np.linalg.norm(s_numeric):.5f} nm^-1")
print(f"Cone shift, formula: {np.linalg.norm(s_formula):.5f} nm^-1")
print(f"Stiffness, sea follows: {K_follow:.3f} eV/nm^2")
print(f"Stiffness, sea fixed, lattice: {K_fixed:.3f} eV/nm^2")
print(f"Stiffness, sea fixed, formula: {K_formula:.3f} eV/nm^2")
print(f"Static/fixed stiffness ratio: {K_follow/K_fixed:.5f}")
print(f"That ratio's growth for fourfold density: {scaling:.3f}")
print(f"Coupling lambda: {lam:.6f} (dimensionless)")
print(f"Static shift, sea follows: {static_shift:.3f} cm^-1")
print(f"Fixed-sea shift, lattice: {fixed_lattice_shift:.2f} cm^-1")
print(f"Fixed-sea shift, Dirac: {fixed_shift:.2f} cm^-1")
print(f"Logarithmic correction: {dynamic_shift-fixed_shift:.2f} cm^-1")
print(f"Dynamic shift, 0 K: {dynamic_shift:.2f} cm^-1")
print(f"Dynamic shift, 0 K: {dynamic_shift/wavenumber*1000:.3f} meV")
print(f"Neutral pair-decay full width, 0 K: {neutral_width:.2f} cm^-1")
print(f"Sign-change Fermi energy, 0 K: {crossing:.4f} eV")
n_cross = (crossing/hv)**2/np.pi*100
print(f"Sign-change density, 0 K: {n_cross:.3f} x 10^12 cm^-2")
print(f"Temperature of use: {temperature:.0f} K")
print(f"Chemical potential at 300 K: {mu_warm:.4f} eV")
print(f"Dynamic shift at 300 K: {shift_warm:.2f} cm^-1")
print("Table: density (10^12 cm^-2), EF (eV), shifts 0/300 K (cm^-1)")
for n in (0.01, 0.05, 0.10, 0.20):
    ef = hv*np.sqrt(np.pi*n)
    cold = lam*bracket(ef)*wavenumber
    print(f"  {100*n:.1f}  {ef:.4f}  {cold:.2f}  {warm_shift(n)[1]:.2f}")
print(f"Relaxation time (rough): {tau_fs:.0f} fs")
print(f"Corresponding mobility: {mobility:.0f} cm^2/(V s)")
print(f"omega*tau: {wt:.2f} (dimensionless)")
print(f"Shift lost to scattering: {scatter_loss:.4f} cm^-1")
print(f"Full width from scattering: {scatter_width:.3f} cm^-1")
print(f"Laser wavelength: {laser_nm:.0f} nm")
print(f"Largest phonon wavevector: {q_max:.4f} nm^-1")
print(f"Finite-wavevector scale (vq/omega)^2: {q_size:.5f}")
print(f"Oxide relative permittivity (rough): {oxide_constant:.1f}")
print(f"Oxide field: {gate_field:.2f} MV/cm")
print(f"Sheet modulus C11+C12 (rough): {modulus_Nm:.0f} N/m")
print(f"Deformation potential (rough): {deformation:.1f} eV")
print(f"Grueneisen parameter (rough): {gruneisen:.1f}")
print(f"Unclamped strain magnitude: {strain:.2e}")
print(f"Unclamped strain-shift magnitude: {strain_shift:.2f} cm^-1")
for b in (2.0, 3.0):
    changed = dynamic_shift*(b/beta)**2
    print(f"Dynamic shift for beta={b:.1f}, 0 K: {changed:.2f} cm^-1")
print("PASS")
```

It prints:

```
Bond length a: 0.142 nm
Hopping t: 3.00 eV
Hopping exponent beta: 2.50 (dimensionless)
Phonon energy: 0.196 eV
Phonon wavenumber: 1580.8 cm^-1
Phonon period: 21.1 fs
Carrier density: 10.0 x 10^12 cm^-2
hbar times Dirac velocity: 0.6390 eV nm
Fermi wavevector: 0.5605 nm^-1
Fermi energy: 0.3582 eV
Test displacement r: 0.00050 nm
Cone shift, lattice: 0.06200 nm^-1
Cone shift, formula: 0.06199 nm^-1
Stiffness, sea follows: -0.468 eV/nm^2
Stiffness, sea fixed, lattice: 91.749 eV/nm^2
Stiffness, sea fixed, formula: 91.808 eV/nm^2
Static/fixed stiffness ratio: -0.00510
That ratio's growth for fourfold density: 4.010
Coupling lambda: 0.004552 (dimensionless)
Static shift, sea follows: -0.067 cm^-1
Fixed-sea shift, lattice: 13.09 cm^-1
Fixed-sea shift, Dirac: 13.15 cm^-1
Logarithmic correction: -1.01 cm^-1
Dynamic shift, 0 K: 12.14 cm^-1
Dynamic shift, 0 K: 1.505 meV
Neutral pair-decay full width, 0 K: 11.30 cm^-1
Sign-change Fermi energy, 0 K: 0.1176 eV
Sign-change density, 0 K: 1.078 x 10^12 cm^-2
Temperature of use: 300 K
Chemical potential at 300 K: 0.3551 eV
Dynamic shift at 300 K: 12.22 cm^-1
Table: density (10^12 cm^-2), EF (eV), shifts 0/300 K (cm^-1)
  1.0  0.1133  -0.57  0.17
  5.0  0.2533  7.83  7.77
  10.0  0.3582  12.14  12.22
  20.0  0.5065  17.89  18.02
Relaxation time (rough): 100 fs
Corresponding mobility: 2631 cm^2/(V s)
omega*tau: 29.78 (dimensionless)
Shift lost to scattering: 0.0148 cm^-1
Full width from scattering: 0.882 cm^-1
Laser wavelength: 532 nm
Largest phonon wavevector: 0.0236 nm^-1
Finite-wavevector scale (vq/omega)^2: 0.00593
Oxide relative permittivity (rough): 3.9
Oxide field: 4.64 MV/cm
Sheet modulus C11+C12 (rough): 400 N/m
Deformation potential (rough): 4.0 eV
Grueneisen parameter (rough): 1.8
Unclamped strain magnitude: 1.60e-04
Unclamped strain-shift magnitude: 0.91 cm^-1
Dynamic shift for beta=2.0, 0 K: 7.77 cm^-1
Dynamic shift for beta=3.0, 0 K: 17.48 cm^-1
PASS
```
